# Rejection-free Monte Carlo for nucleation-limited switching with detailed balance

A switching simulation can fail without any visible sign. In the film treated below, with depolarising coupling, computing the interaction fields once and never renewing them makes the time for 90 % reversal too short by a factor of about 50. Using the bare Merz law, with a rate proportional to $\exp(-A/E)$ along the field and zero against it, leaves the model with no thermal equilibrium. A coupling table that violates the reciprocity condition derived below leaves a steady net circulation through its states. These last two faults show where flips occur in both directions, as in very small regions; in the driven film, where a reverse flip costs thousands of $kT$, they have no observable effect. All three faults can be seen, and cured, in a system of two regions.

## Two regions by hand

Let two equal regions have polarization signs $s_1,s_2=\pm1$ and moment $m=PV$, where $P$ is the polarization and $V$ the region's volume. There is no applied field. Each region feels the other through a field $E_1=Ks_2$, $E_2=Ks_1$, with $K>0$. The energy is

$$H=-mKs_1s_2 .$$

The aligned states $++$ and $--$ have energy $-mK$, and the opposed states have $+mK$. With $j=mK/kT$, Boltzmann's law requires

$$\frac{p_{\rm opposed}}{p_{\rm aligned}}=e^{-2j}$$

for one state of each kind.

The nucleation barrier depends on the size of the local field, here $K$ in every state. Call the resulting downhill rate $r$. Leaving an aligned state costs $2mK$, so give each such flip the rate $re^{-2j}$. Leaving an opposed state is downhill and has rate $r$. Between $++$ and $-+$ the probability flows are then $p_{\rm aligned}\,re^{-2j}$ and $p_{\rm opposed}\,r$. They are equal at the Boltzmann weights: this is detailed balance. Under the bare Merz law the uphill rate would be zero. The pair would then stay for ever in whichever aligned state it reached first, and no thermal equilibrium could form.

Now follow the events. From $++$ the total rate is $R=2re^{-2j}$, and the mean wait is $1/R$. Suppose region 1 flips. Its own field is still $+K$, because region 2 has not changed, but the field on region 2 has become $-K$. Both regions now oppose their fields, and the total rate is $2r$. The next flip restores alignment.

Aligned and opposed states therefore alternate, and each kind receives half the visits whatever the value of $j$. A histogram of visits misses the Boltzmann factor. A histogram of time does not: the mean stays have the ratio

$$\frac{1/(2r)}{1/(2re^{-2j})}=e^{-2j}.$$

What if the fields are frozen at their values in $++$? Both regions then feel $+K$ permanently. Each flips down at rate $re^{-2j}$ and up at rate $r$, so each has $p_-/p_+=e^{-2j}$. The regions are independent, hence $p_{--}/p_{++}=e^{-4j}$. The correct ratio is 1, since the two states have equal energy. The error is in the physics being sampled, and longer runs do not remove it.

## The general rates

For $N$ regions with moments $m_i=PV_i$, define the local field

$$E_i=E+b_i+\sum_jK_{ij}s_j,\qquad K_{ii}=0,$$

where $E$ is the constant applied field and $b_i$ a fixed bias. The rate of flipping region $i$ is

$$w_i=\nu_0\exp\!\left[-\frac{A_i}{|E_i|+E_0}\right]\exp\!\left[-\max\!\left(0,\frac{2m_is_iE_i}{kT}\right)\right].$$

Here $\nu_0$ is an attempt rate and $A_i$ an activation field at the stated temperature. The first exponent is minus the barrier divided by $kT$. For $|E_i|\gg E_0$ it approaches $-A_i/|E_i|$, the exponent of Merz's law, in relative terms; the two differ by about $A_iE_0/E_i^2$, which in the film below is still a factor of 2.3 in the rate. The softening field $E_0$ keeps the barrier finite at zero field; without it a region with $E_i=0$ could never flip.

To find the energy change, assume reciprocity,

$$m_iK_{ij}=m_jK_{ji},$$

and write

$$H=-\sum_im_i(E+b_i)s_i-\frac12\sum_{ij}m_iK_{ij}s_is_j .$$

The terms containing $s_k$ are $-m_k(E+b_k)s_k$ and two halves of the pair sum, one with $i=k$ and one with $j=k$. Reciprocity makes the halves equal, so together these terms are

$$-m_ks_k\Big(E+b_k+\sum_jK_{kj}s_j\Big)=-m_ks_kE_k .$$

Reversing $s_k$ changes their sign. The new energy minus the old is thus

$$\Delta H_k=2m_ks_kE_k .$$

A self-term $K_{kk}$ would add only a constant to $H$, because $s_k^2=1$. It must be left out of $E_k$, which would otherwise change during the flip.

Since $K_{kk}=0$, $E_k$ is the same before and after the flip. The barrier factor depends only on $E_k$, so it cancels from the ratio of forward and reverse rates. With $x=\Delta H_k/kT$,

$$\ln\frac{w_{\rm forward}}{w_{\rm reverse}}=-\max(0,x)+\max(0,-x)=-x .$$

For positive $x$ the first term gives $-x$; for negative $x$ the second does. This is detailed balance with respect to $e^{-H/kT}$, and it holds for any barrier that depends only on the local field $E_k$. A barrier written in terms of $s_kE_k$, which changes sign in the flip, must be even in it.

## Why the coupling must be reciprocal

Detailed balance with any stationary distribution $\pi$ means $\pi_aw_{ab}=\pi_bw_{ba}$ for each pair of states. Multiply these equations around a closed cycle. Every $\pi$ appears once on each side and cancels, so the rate products in the two directions must agree.

Take the cycle $i$ up, $j$ up, $i$ down, $j$ down, starting with both down. Let $F_i$ and $F_j$ be the parts of the local fields that do not come from this pair. By the rate ratio above, the four steps contribute to $kT$ times the log ratio of the products

$$\begin{aligned}
&+2m_i(F_i-K_{ij}), &&+2m_j(F_j+K_{ji}),\\
&-2m_i(F_i+K_{ij}), &&-2m_j(F_j-K_{ji}).
\end{aligned}$$

The $F$ terms cancel, leaving

$$\ln\frac{\prod w_{\rm forward}}{\prod w_{\rm reverse}}=\frac{4(m_jK_{ji}-m_iK_{ij})}{kT}.$$

This vanishes only for reciprocal coupling. For regions of unequal volume it is $m_iK_{ij}$, not $K_{ij}$ itself, that must be symmetric.

## Sampling without rejected moves

Between events all rates are constant. If $S(t)$ is the probability that nothing has happened by time $t$, then $dS/dt=-RS$ with $R=\sum_iw_i$, so $S=e^{-Rt}$. The probability density that the first event occurs at $t$ and is flip $i$ is

$$w_ie^{-Rt}=\frac{w_i}{R}\,\big(Re^{-Rt}\big).$$

The product form shows that the choice of region and the waiting time are independent. Setting $S(t)=u$, with $u$ uniform between 0 and 1, gives $t=-\ln u/R$. The algorithm is:

1. Compute all $E_i$, all $w_i$ and $R$.
2. Draw the wait $-\ln u/R$ and credit it to the present state.
3. Choose region $i$ with probability $w_i/R$, using cumulative sums, and reverse $s_i$.
4. Add $2K_{ji}s_i$ to every $E_j$, with $s_i$ the new sign. The old contribution was $-K_{ji}s_i$ and the new one is $+K_{ji}s_i$, hence the factor 2.
5. Rebuild the rates and return to step 2.

With full cumulative sums the work per event grows as $N$. If the applied field varies in time, $dS/dt=-R(t)S$ gives $S=\exp(-\int R\,dt)$, and the wait must be drawn from that law instead.

In a long run of duration $T$, a state with probability $p$ and total rate $R$ is left about $TpR$ times. Event counts therefore tend to $pR$, normalized over the states, and residence times tend to $p$. This is the general form of the two-region result.

## Verifying equilibrium

Reverse flips must be frequent if a trajectory is to test detailed balance. Four regions of 0.4 to 0.7 nm$^3$ serve this purpose. They are a numerical test cell, not a device, and their 16 states can be enumerated. Two distributions are compared by $D=\frac12\sum|p-q|$, which is 0 for equal distributions and 1 for those without overlap.

After 120,000 events the residence times lie at $D=0.008$ from the Boltzmann weights, and the event counts at $D=0.005$ from $pR$. The distributions $pR$ and $p$ are themselves 0.21 apart, so counting events would be a gross error here. Renewing the fields only at every third event shifts the stationary distribution by $D=0.11$. This value was computed from the transition probabilities and contains no sampling noise.

A trajectory also offers a direct test that needs no knowledge of $H$. For each pair of states, count the transitions $n_+$ and $n_-$ in the two directions and form

$$z=\frac{|n_+-n_-|}{\sqrt{n_++n_-}} .$$

The denominator is the noise that independent transitions would have. Transitions within a closed set of states are correlated, and at equilibrium their noise is somewhat smaller. Over all pairs with more than 50 transitions, the largest $z$ is 1.9 for reciprocal coupling. When one coupling is made non-reciprocal it rises to 46. The logarithm of the cycle ratio, computed from the rates, is then 4.0, as the formula gives for a mismatch $m_jK_{ji}-m_iK_{ij}$ of $1.0\,kT$.

Equilibrium does not test the clock during a transient. From the all-negative state, after twice the mean first waiting time, 4000 trajectories give a moment-weighted mean sign of $-0.320\pm0.007$. The master equation gives $-0.317$.

## A film of 1024 regions

Consider a periodic square array of regions, each 10 nm wide in a film 10 nm thick. The polarization is 20 uC/cm2, the temperature 300 K and the applied field 1.5 MV/cm. Activation fields have a normal distribution with mean 20 and standard deviation 3 MV/cm. The attempt rate is 1000 per ns, $E_0=0.1$ MV/cm and $b_i=0$. All regions start negative.

The flip energy $2PVE$ is about 14,500 $kT$, so reverse flips are far too rare to sample. Detailed balance was therefore tested through logarithms: for 20 flips from a random configuration, the log rate ratio agrees with the directly summed energy difference to $10^{-10}$.

Without coupling, a region still negative with probability $q$ obeys $dq/dt=-w_iq$, so it has switched with probability $1-e^{-w_it}$. The switched fraction of the film is

$$f(t)=\frac1N\sum_i\left(1-e^{-w_it}\right).$$

This is the nucleation-limited law. A region with the mean activation field has barrier $20/(1.5+0.1)=12.5$ in units of $kT$ and a mean wait $e^{12.5}/1000\approx270$ ns. Averaging over the whole distribution gives a half-switching time of 161 ns. The simulation gives 167 ns, and its curve stays within 0.01 of $f(t)$ at the times compared.

Now let each region act on its four nearest neighbours with a coupling of magnitude 0.06 MV/cm. A negative $K$ is depolarising and a positive one aligning. The times for 10, 50 and 90 % reversal, at the same applied field and with the same activation fields, are given below. Each is a geometric mean over eight runs on one arrangement of the activation fields. Sampling and other arrangements move the entries by up to about 8 %; the depolarising $t_{90}$, for example, averages nearer 18,600 ns over many arrangements.

| Coupling | $t_{10}$ (ns) | $t_{50}$ (ns) | $t_{90}$ (ns) |
|---|---:|---:|---:|
| depolarising | 2.4 | 105 | 20,000 |
| none | 8.6 | 167 | 2,700 |
| aligning | 37 | 340 | 1,550 |

For depolarising coupling the four negative neighbours first contribute $4(-0.06)(-1)=+0.24$ MV/cm, making the local field 1.74 MV/cm. When all four have switched it is 1.26 MV/cm. For the mean activation field the barrier rises from $20/1.84=10.9$ to $20/1.36=14.7$ in units of $kT$, which slows the flip by $e^{3.836}\approx46$. Early flips are helped and late ones hindered. Aligning coupling reverses the order.

The widths $\log_{10}(t_{90}/t_{10})$ are accordingly 3.9, 2.5 and 1.6 decades for depolarising, zero and aligning coupling. A single exponential has $t_f=-\ln(1-f)/w$, hence a width $\log_{10}[\ln10/\ln(10/9)]=1.34$ decades. Even the aligning film remains broader than that.

The half-switching times differ although the mean interaction field vanishes at half reversal. Until then the average sign is negative, so depolarising coupling has added to the drive averaged over all regions. For the regions still negative the help ends somewhat earlier, because more of their neighbours than average have already switched. With the fields frozen at their initial values that help never ends: $t_{50}$ falls from 105 to 32 ns, and $t_{90}$ from 20,000 to 380 ns.

For the depolarising film, $t_{50}$ is 1800 ns at 1.2 MV/cm and 6.3 ns at 2.0 MV/cm. Between 1.2 and 1.5 MV/cm the mean barrier alone predicts a factor $\exp(20/1.3-20/1.6)\approx18$; the simulated factor is 17. At 1.5 MV/cm and 358 K, with barrier energies, polarization and attempt rate held fixed, $t_{50}$ is 13.8 ns. The mean barrier falls to $12.5\times300/358=10.5$ in units of $kT$, which alone predicts a factor of 7.6; the simulated factor, between 7 and 8 within the sampling error, agrees with this.

## What the barrier implies

For a nucleus of size $r$, write the work as $W(r,E)=W_0(r)-2PEv(r)$, where $v$ is its volume. At the critical size $\partial W/\partial r=0$, so the shift of that size with field does not contribute to the derivative of the barrier $B$:

$$\frac{dB}{dE}=-2Pv_c .$$

With $B=kTA/(E+E_0)$ this gives

$$v_c=\frac{kTA}{2P(E+E_0)^2}\approx0.8\ \text{nm}^3$$

for the mean activation field. That is about six crystal unit cells, taken as roughly 0.13 nm$^3$ each. A nucleus so small has no well-defined smooth wall, so the barrier law should be read as an empirical one.

## Beside a real capacitor

The polarization, thickness and field are rough values in the regime of hafnium zirconium oxide capacitors. The activation fields, attempt rate and coupling are model choices, so the times are not predictions for a particular device. Real films can have a non-ferroelectric layer at an electrode. For a layer of thickness $t_d=0.2$ nm in a uniformly polarized film of thickness $d$, both of relative permittivity $\varepsilon=30$, zero total voltage and continuous displacement give a field of magnitude $P/[\varepsilon_0\varepsilon(1+d/t_d)]=0.15$ MV/cm. The barrier changes by $20/1.6^2=7.8$ $kT$ per MV/cm, so this field alters a typical time by a factor of about 3. The layer itself would carry a field $d/t_d=50$ times larger, about 7.4 MV/cm at zero voltage, and about 6 or 9 MV/cm under the 1.5 V drive, depending on the sign of the polarization. That is above the rough breakdown field used below, so leakage through the layer may screen part of the polarization, and the estimate applies only to a layer that does not conduct.

The circuit matters too. Take the times of the depolarising film. For a plate 10 um square fed through 50 ohm, the switching current up to $t_{10}$ would cost on average 0.083 V of the 1.5 V drive if switching kept its pace. Across 10 nm this is 0.083 MV/cm, enough to slow a typical flip by $e^{7.8\times0.083}\approx1.9$. As averages of the effect of the switching current both figures are overestimates, because slower switching draws less current. The current is largest at the start, however, and charging the plate itself, with $RC\approx0.13$ ns for $\varepsilon=30$, adds a further loss that is not counted here. Growth across a region within one tenth of $t_{10}$ would need a wall speed of 42 m/s; for one tenth of $t_{50}$, about 1 m/s suffices. The assumption of instantaneous growth is thus weakest for the earliest flips, and of the three times $t_{10}$ is the most affected by it.

Heating, breakdown and tunnelling matter less for these numbers. The work done by the applied field in one flip, $2PE$ per unit volume, would heat the region by about 22 K if no heat escaped, using a rough heat capacity of 2.7 J/(cm3 K). With a rough conductivity of 1 W/(m K) and electrodes at fixed temperature, the slowest heat mode decays in 0.03 ns, well before $t_{10}$. The applied field in the ferroelectric is 0.38 of a rough breakdown field of 4 MV/cm. If the barrier's curvature frequency equals the attempt frequency, tunnelling takes over only near $\hbar\nu_0/k\approx8$ K. The full values are in the numerical output.

## Computed values

```
Small test: volumes [0.4 0.5 0.6 0.7] nm^3, 120000 events
Small test: exact pair-flux imbalance 6.2e-16 (relative)
Small test: residence vs Boltzmann distance 0.0080
Small test: event share vs p*R distance 0.0052
Small test: p*R vs Boltzmann distance 0.2126
Small test: fields renewed every 3rd event, distance 0.1124
Largest edge score: reciprocal 1.93, non-reciprocal 46.27
Non-reciprocal cycle: log ratio 4.0000, formula 4.0000
Transient mean sign: KMC -0.3202 +- 0.0070
Transient mean sign: master equation -0.3175
Film: 1024 regions, width 10 nm, thickness 10 nm
Polarization 20 uC/cm2, temperature 300 K
Applied field 1.5 MV/cm, softening field 0.1 MV/cm
Activation field: mean 20, spread 3 MV/cm
Attempt rate 1000 per ns, coupling size 0.06 MV/cm
Flip energy at applied field 14486 kT
Mean barrier at applied field 12.50 kT
Mean barrier at zero field 200 kT
Device log-rate balance error 7.3e-11, field drift 3.3e-16 MV/cm
Coupling depolarising: t10 2.41, t50 105, t90 2.01e+04 ns; width 3.92 decades
Coupling none: t10 8.58, t50 167, t90 2.73e+03 ns; width 2.50 decades
Coupling aligning: t10 37.1, t50 340, t90 1.55e+03 ns; width 1.62 decades
Width of a single exponential 1.34 decades
Depolarising t50: statistical error 3.8 % from 8 runs
Uncoupled t50 from averaged exponentials 161 ns
Uncoupled curve: largest deviation 0.0096
Fields never updated: t50 31.7 ns, too short by 3.32 times
Fields never updated: t90 380 ns, too short by 52.81 times
t50 at 1.2 MV/cm 1.8e+03 ns; at 2.0 MV/cm 6.27 ns
t50 at 358 K 13.8 ns, shorter by 7.65 times
Critical nucleus 0.81 nm^3, about 6.2 cells of 0.13 nm^3
Dead layer 0.2 nm, permittivity 30: field 0.148 MV/cm
Dead-layer field changes a typical time by 3.17 times
Series 50 ohm, plate side 10 um, drive 1.50 V
Mean voltage loss up to t10 0.0829 V (5.53 %)
Heat capacity 2.7 J/(cm3 K), conductivity 1.0 W/(m K)
Local adiabatic heating 22.2 K, cooling time 0.027 ns
Applied field / rough breakdown field of 4 MV/cm: 0.375
Wall speed for growth in one tenth of t10: 41.5 m/s
Tunnelling crossover temperature 7.6 K
```
